# Relative signs of exchange diagrams in Møller and Bhabha scattering, part 2

Møller scattering, $e^-e^-\to e^-e^-$, and Bhabha scattering, $e^-e^+\to e^-e^+$, each have two lowest-order diagrams with one exchanged photon. Anticommutation of the field operators fixes their signs; the question now is what those signs do.

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $m$ is the electron mass, $e^2=4\pi\alpha$, and $a\cdot b=a^\mu b_\mu$ without complex conjugation. In a box of volume $L^3$ the electron field is

$$\psi(x)=\sum_{\mathbf p,s}\frac{1}{\sqrt{2EL^3}}\left[b_{ps}\,u_{ps}\,e^{-ip\cdot x}+d^\dagger_{ps}\,v_{ps}\,e^{ip\cdot x}\right],$$

where $b$ annihilates an electron, $d^\dagger$ creates a positron, and $\bar uu=2m$.

Particles 1 and 2 come in, 3 and 4 go out, with four-momenta $p_k$ and spins $s_k$. In Bhabha scattering 1 and 3 are electrons, 2 and 4 positrons. The states are $b_1^\dagger b_2^\dagger|0\rangle$ and $b_3^\dagger b_4^\dagger|0\rangle$ for Møller, $b_1^\dagger d_2^\dagger|0\rangle$ and $b_3^\dagger d_4^\dagger|0\rangle$ for Bhabha. The amplitude $M$ is defined by

$$S_{fi}=i(2\pi)^4\delta^4(p_3+p_4-p_1-p_2)\,M\prod_{k=1}^4\frac{1}{\sqrt{2E_kL^3}} .$$

With the operator signs removed from the diagram values $D$ (direct) and $X$ (exchange or annihilation),

$$M_{\text{Møller}}=D-X,\qquad D=\frac{e^2}{t}\,j_{31}\cdot j_{42},\qquad X=\frac{e^2}{u}\,j_{32}\cdot j_{41},$$

$$M_{\text{Bhabha}}=-(D-X),\qquad D=\frac{e^2}{t}\,j_{31}\cdot j_{24},\qquad X=\frac{e^2}{s}\,j_{34}\cdot j_{21}.$$

A current $j_{ab}^\mu$ is $\bar w_a\gamma^\mu w_b$, where $w$ is $u$ for an electron and $v$ for a positron. In the centre-of-mass frame, particle 1 moves along $z$, each particle has momentum $p$ and energy $E$, and the scattering angle $\theta$ lies in the $xz$ plane:

$$s=4E^2,\qquad t=-2p^2(1-\cos\theta),\qquad u=-2p^2(1+\cos\theta).$$

The numerical program tests the operator signs with explicit matrices for three fermion lines. It also computes both amplitudes by perturbation theory with explicit intermediate states (Fock space), without using the sign rule.

### (f) Repulsion, attraction and annihilation at low momentum

**Problem.** Find the potential that each diagram represents for $p\ll m$. Can gauge invariance fix the relative sign instead?

**Solution.** In the basis where $\gamma^0$ is diagonal, the spinors are

$$u=\sqrt{E+m}\begin{pmatrix}\chi\\ \frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\chi\end{pmatrix},\qquad v=\sqrt{E+m}\begin{pmatrix}\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\eta\\ \eta\end{pmatrix}.$$

First-order scattering by a potential $V$ gives $S_{fi}=-2\pi i\,\delta(E_f-E_i)V_{fi}$. For two particles in the box, $V_{fi}=\tilde V(\mathbf q)/L^3$, where $\tilde V$ is the Fourier transform of the potential and $\mathbf q$ the momentum transfer. The field-theory expression has four factors $1/\sqrt{2mL^3}$, and $(2\pi)^3\delta^3$ becomes $L^3$ when momentum is conserved. Comparison gives

$$\tilde V=-\frac{M}{4m^2}.$$

For slow particles the time component of a scattering current tends to $2m$ if the spin is unchanged. The space components are smaller by a factor of order $p/m$. With $t=-\mathbf q^2$, both processes have $D\to-4m^2e^2/\mathbf q^2$. The signs in front of $D$ then give

$$\tilde V_{e^-e^-}=+\frac{e^2}{\mathbf q^2},\qquad \tilde V_{e^-e^+}=-\frac{e^2}{\mathbf q^2}.$$

These are Coulomb repulsion and attraction. With matching orders for the initial and final states, the overall sign thus has a meaning as well.

The annihilation term enters $M_{\text{Bhabha}}$ as $+X$. At rest its current has no time component, and its space components are $2m\,\eta_2^\dagger\sigma^i\chi_1$ and $2m\,\chi_3^\dagger\sigma^i\eta_4$. Since $s\to4m^2$,

$$X\to-e^2\sum_i(\chi_3^\dagger\sigma^i\eta_4)(\eta_2^\dagger\sigma^i\chi_1).$$

For a positron with spin up, $\eta$ is the lower basis spinor. The reason is that $\psi$ removes the angular momentum carried by its spinor; in the term $d^\dagger v$ a particle is created, and its spin is opposite to that of $v$. With all spins up, the two vectors in the sum are $(1,-i,0)$ and $(1,i,0)$. Their product is $1+1=2$, so

$$X\to-2e^2,\qquad \tilde V_{\text{ann}}\to+\frac{e^2}{2m^2}.$$

This is a repulsive contact interaction for parallel spins. The opposite relative sign would make it attractive. It is not the only term of this size: the corrections of relative order $p^2/m^2$ dropped from $D$ above are also of order $e^2/m^2$, and some of them depend on spin.

Gauge invariance does not decide between the signs. From $(\gamma\cdot p-m)u=0$ and $(\gamma\cdot p+m)v=0$ follow

$$(p_3-p_1)_\mu\,\bar u_3\gamma^\mu u_1=(m-m)\,\bar u_3u_1=0,$$

$$(p_3+p_4)_\mu\,\bar u_3\gamma^\mu v_4=(m-m)\,\bar u_3v_4=0.$$

The other currents are conserved in the same way. A term proportional to $q_\mu q_\nu$ in the photon propagator thus drops out of each diagram separately, whatever their relative sign.

### (g) All spins up

**Problem.** Evaluate $D$ and $X$ when all four spins are up along the beam. What happens to Møller scattering at $90^\circ$?

**Solution.** Spin up refers to the rest-frame spinor from which each moving spinor is built. Let $\kappa=p/(E+m)$, $c=\cos\theta$ and $r=\sin\theta$. The electron spinors, without the factor $\sqrt{E+m}$, are

$$u_1:(1,0,\kappa,0),\quad u_2:(1,0,-\kappa,0),\quad u_3:(1,0,\kappa c,\kappa r),\quad u_4:(1,0,-\kappa c,-\kappa r).$$

The time component of a current is $w_a^\dagger w_b$. For a space component, $\gamma^0\gamma^i$ joins upper to lower components through $\sigma^i$. This gives

$$j_{31}=(E+m)\,(1+\kappa^2c,\ \kappa r,\ i\kappa r,\ \kappa(1+c)),$$

$$j_{42}=(E+m)\,(1+\kappa^2c,\ -\kappa r,\ -i\kappa r,\ -\kappa(1+c)).$$

In the product, the $x$ and $y$ components contribute $+\kappa^2r^2$ and $-\kappa^2r^2$, which cancel. With $(E+m)\kappa=p$ and $(E+m)\kappa^2=E-m$,

$$D=\frac{e^2}{t}\left\{[E+m+(E-m)c]^2+p^2(1+c)^2\right\}.$$

For $X$ the incoming spinors are exchanged:

$$j_{32}=(E+m)\,(1-\kappa^2c,\ \kappa r,\ i\kappa r,\ -\kappa(1-c)),$$

$$j_{41}=(E+m)\,(1-\kappa^2c,\ -\kappa r,\ -i\kappa r,\ \kappa(1-c)),$$

$$X=\frac{e^2}{u}\left\{[E+m-(E-m)c]^2+p^2(1-c)^2\right\}.$$

At $\theta=90^\circ$, $c=0$ and $t=u$. The two expressions coincide, and $M=D-X=0$ at any momentum in this tree-level model. For $p=m$ the program gives $D=X=-0.3131$. A relative plus sign would double the amplitude instead of cancelling it.

For Bhabha scattering the positron spinors, again without $\sqrt{E+m}$, are

$$v_2:(0,\kappa,0,1),\qquad v_4:(-\kappa r,\kappa c,0,1).$$

They give $j_{24}$ equal to the $j_{42}$ above, so $D$ is unchanged. The annihilation currents are

$$j_{21}=(E+m)(1+\kappa^2)\,(0,1,i,0),$$

$$j_{34}=(E+m)\,(0,\ 1+\kappa^2(c^2-r^2),\ -i(1+\kappa^2),\ -2\kappa^2rc).$$

Using $(E+m)(1+\kappa^2)=2E$ and $1+c^2-r^2=2c^2$,

$$j_{34}\cdot j_{21}=-2E\,(E+m)\,(2+2\kappa^2c^2)=-4E\,[E+m+(E-m)c^2].$$

Division by $s=4E^2$ yields

$$X=-\frac{e^2}{E}\,[E+m+(E-m)c^2],$$

which returns to $-2e^2$ at rest.

### (h) Does the minus sign mean destructive interference?

**Problem.** For unpolarized Møller scattering at $90^\circ$, compare $\sum|D-X|^2$ with $\sum(|D|^2+|X|^2)$ at low and at high energy. The sums run over all spins.

**Solution.** At low energy spins are conserved along each line. Since $t=u$, the nonzero values of $D$ and $X$ are equal; call them $a$. The direct diagram requires $s_3=s_1$ and $s_4=s_2$, which leaves four configurations. The exchange diagram also has four. Both are nonzero when all four spins agree, in two configurations. Hence

$$\frac{\sum|D-X|^2}{\sum(|D|^2+|X|^2)}=\frac{4a^2+4a^2-2\cdot2a^2}{8a^2}=\frac12 .$$

At high energy the mass is neglected. The vertex then conserves chirality, which for these electrons is helicity, R or L. An R spinor reduces to two components $\varphi$ with $\varphi\varphi^\dagger=E+\boldsymbol\sigma\cdot\mathbf p$, and its current is $\varphi_a^\dagger(1,\boldsymbol\sigma)\varphi_b$. An L spinor $\xi$ has $\xi\xi^\dagger=E-\boldsymbol\sigma\cdot\mathbf p$ and current $\xi_a^\dagger(1,-\boldsymbol\sigma)\xi_b$. The completeness of the Pauli matrices gives

$$\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}.$$

If all helicities are R, then

$$j_{31}\cdot j_{42}=W=2\left[(\varphi_3^\dagger\varphi_1)(\varphi_4^\dagger\varphi_2)-(\varphi_3^\dagger\varphi_2)(\varphi_4^\dagger\varphi_1)\right].$$

This product is itself odd under $1\leftrightarrow2$, so $j_{32}\cdot j_{41}=-W$ and

$$D-X=e^2W\left(\frac1t+\frac1u\right).$$

Both $t$ and $u$ are negative, and the diagrams add. The bracket in $W$ is a determinant of overlaps. It factorizes into one determinant for the pair $(1,2)$ and one for $(3,4)$. The first has squared modulus

$$(\varphi_1^\dagger\varphi_1)(\varphi_2^\dagger\varphi_2)-|\varphi_1^\dagger\varphi_2|^2=2p_1\cdot p_2=s,$$

and the second has the same value, so $|W|=2s$. The case with all helicities L is equivalent.

If 1 is R and 2 is L, the direct diagram leads to 3 R and 4 L, the exchange diagram to 3 L and 4 R. These are different final states and do not interfere. The opposite sign in the L current gives

$$|j_{31}\cdot j_{42}|=2\,|\varphi_3^\dagger\xi_2|\,|\xi_4^\dagger\varphi_1|=2|u|,$$

since each overlap has squared modulus $2p_2\cdot p_3=2p_1\cdot p_4=-u$. The exchange diagram has $2|t|$ in the same way.

At $90^\circ$, $t=u=-s/2$. In units of $e^2$, equal helicities give $|D|=|X|=4$ and $|D-X|=8$, in two configurations. Opposite helicities give modulus 2 in four configurations. The ratio is

$$\frac{2\cdot64+4\cdot4}{2(16+16)+4\cdot4}=\frac{144}{80}=\frac95 .$$

The program finds 0.5001 at $p=0.01\,m$ and 1.7999 at $p=100\,m$. The minus sign is the same in both regimes. The interference also depends on the signs inside the spinor products.

### (i) A numerical example

**Problem.** For $p=m$ and $\theta=60^\circ$, find the amplitudes with all spins up and the unpolarized cross sections. Compare them with the result of a wrong relative sign.

**Solution.** Set $m=1$. Then $E=\sqrt2$, $s=8$, $t=-1$, $u=-3$ and $e^2=0.091701$. The formulas of part (g) give

$$D=-0.091701\,(2.6213^2+2.25)=-0.8364,$$

$$X_{\text{Møller}}=-\frac{0.091701}{3}\,(2.2071^2+0.25)=-0.1565,$$

$$X_{\text{Bhabha}}=-0.091701\times\frac{2.5178}{1.4142}=-0.1633 .$$

Thus $M_{\text{Møller}}=-0.8364+0.1565=-0.6799$ and $M_{\text{Bhabha}}=0.8364-0.1633=0.6732$, where the last digit comes from the unrounded values. In both processes the second diagram reduces the magnitude for these spins.

For the cross section, the transition rate is divided by the incident flux. The flux factor is $4E^2(2p/E)=8Ep$, and the two-particle phase space is $p\,d\Omega/(32\pi^2E)$. Hence

$$\frac{d\sigma}{d\Omega}=\frac{1}{8Ep}\,\frac{p}{32\pi^2E}\,\overline{|M|^2}=\frac{1}{64\pi^2s}\,\frac14\sum_{\text{spins}}|M|^2 .$$

The factor $1/4$ averages over the initial spins. The natural unit of area, $(\hbar/mc)^2$, is 1491.19 barn.

For Møller scattering the spin sum has an incoherent part 4.0812 and an interference part $+0.5382$, in total 4.6194:

$$\frac{d\sigma}{d\Omega}=\frac{4.6194}{4\cdot64\pi^2\cdot8}\times1491.19\ \text{barn/sr}=0.3408\ \text{barn/sr}.$$

The interference is constructive in the spin sum although it is destructive with all spins up, so other spin configurations outweigh that one. The wrong relative sign would give 0.2614 barn/sr, which is 23% below the correct tree-level value.

For Bhabha scattering the two parts are 3.9039 and $-0.7568$, in total 3.1471. The same formula gives 0.2322 barn/sr. The wrong sign would give 0.3438 barn/sr, which is 48% above the correct tree-level value.

These are leading-order results for free particles, without loops, photon emission or weak interactions. At low relative velocity $v$, repeated Coulomb exchange matters unless $\alpha/v\ll1$. At $p=0.01\,m$, $v\approx0.02$ and $\alpha/v\approx0.4$. For a pure Coulomb potential in the nonrelativistic Schrödinger equation, the exact amplitude has the same modulus as the tree amplitude, but also a phase that depends on the angle. The tree formula omits this phase, so for Møller scattering its interference term is not reliable at this momentum away from $90^\circ$. In Bhabha scattering the Coulomb attraction also enhances the annihilation term, so there the tree interference is not reliable at $90^\circ$ either. The low-momentum runs serve to check the tree formula and its limits. The ratio $1/2$ of part (h) survives nevertheless. For slow electrons the interaction is central and independent of spin, so the direct and exchange amplitudes are one function taken at $\theta$ and $\pi-\theta$. They are equal at $90^\circ$ to any order in the Coulomb interaction, and the spin counting is unchanged.

## Values computed for the example and the checks

```
three-line contractions tested: 384
alpha = 0.00729735, e^2 = 0.091701
CM momentum = 1.0 m, angle = 60 deg
s, t, u = 8.0000, -1.0000, -3.0000 m^2
test frame velocity / c = (0.3, 0.2, 0.4)
natural area unit = 1491.1898 barn
--- Moller: M = +1 * (D - X)
agreement with Fock space better than 1e-11: True
largest error if sign were plus = 0.4033
all spins up: D = -0.836436, X = -0.156544
all spins up: M = -0.679893
spin sum, incoherent part = 4.081225
spin sum, interference part = 0.538183
spin sum, total = 4.619408
spin sum from Fock space = 4.619408
dsigma/dOmega = 0.340792 barn/sr
same with wrong relative sign = 0.261384 barn/sr
--- Bhabha: M = -1 * (D - X)
agreement with Fock space better than 1e-11: True
largest error if sign were plus = 0.3233
all spins up: D = -0.836436, X = -0.163258
all spins up: M = 0.673178
spin sum, incoherent part = 3.903932
spin sum, interference part = -0.756821
spin sum, total = 3.147112
spin sum from Fock space = 3.147112
dsigma/dOmega = 0.232175 barn/sr
same with wrong relative sign = 0.343842 barn/sr
--- Moller at 90 deg, all spins up
D = -0.313088, X = -0.313088, |D - X| = 0.000000
--- low momentum = 0.01 m, angle 60 deg, all spins up
Moller: potential / (e^2/q^2) = +1.00013
Bhabha: potential / (e^2/q^2) = -1.00013
Bhabha annihilation term / e^2 = -1.99996
Moller cross section / Born limit = 1.00030
--- total / incoherent spin sum at 90 deg
Moller, p = 0.01 m: 0.50010
Moller, p = 100 m: 1.79994
Bhabha, p = 100 m: 0.81814
```
